# Why Only the Ground Level of a Box Has Positive Polarizability: a program that tests the result

```python
"""
Result under test: a charge q of mass m in a box of length L with hard walls,
in a weak static field F, has in level n the polarizability
    alpha_n = (q^2 m L^4 / hbar^2) * (15 - n^2 pi^2) / (12 pi^4 n^4),
positive for n = 1 and negative for every n >= 2.

Scaled symbols: u = x/L, s = u - 1/2, k = n pi, energy unit hbar^2/(m L^2),
f = q F m L^3 / hbar^2, a_n = alpha_n / (q^2 m L^4 / hbar^2).
Scaled Hamiltonian: -(1/2) d^2/du^2 - f s.
Polarizability volume means alpha / (4 pi eps0).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, scf


def a_formula(n):
    return (15 - (n * np.pi) ** 2) / (12 * np.pi ** 4 * n ** 4)


# ---- first-order function: differential equation and wall conditions
u, n_sym = sp.symbols("u n", positive=True)
k_sym = n_sym * sp.pi
psi_sym = sp.sqrt(2) * sp.sin(k_sym * u)
phi_sym = sp.sqrt(2) * (-u * (1 - u) * sp.cos(k_sym * u) / (2 * k_sym)
                        - (u - sp.Rational(1, 2)) * sp.sin(k_sym * u)
                        / (2 * k_sym ** 2))
residual = (sp.diff(phi_sym, u, 2) + k_sym ** 2 * phi_sym
            + 2 * (u - sp.Rational(1, 2)) * psi_sym)
assert sp.simplify(sp.expand(residual)) == 0
phi_num = sp.lambdify((u, n_sym), phi_sym, "numpy")

# ---- quadrature grid, box states and position matrix
nodes, weights = np.polynomial.legendre.leggauss(200)
grid, weights = (nodes + 1) / 2, weights / 2
s_grid = grid - 0.5
n_basis = 60
levels = np.arange(1, n_basis + 1)
states = np.sqrt(2) * np.sin(np.pi * np.outer(levels, grid))
energy = (levels * np.pi) ** 2 / 2
s_matrix = (states * (weights * s_grid)) @ states.T

for n in range(1, 7):
    k = n * np.pi
    phi = phi_num(grid, n)
    assert abs(phi_num(0.0, n)) < 1e-12 and abs(phi_num(1.0, n)) < 1e-12
    assert abs(np.sum(weights * states[n - 1] * phi)) < 1e-12
    a_quad = 2 * np.sum(weights * states[n - 1] * s_grid * phi)
    assert abs(a_quad / a_formula(n) - 1) < 1e-9
    int_cos = np.sum(weights * s_grid ** 2 * np.cos(2 * k * grid))
    int_sin = np.sum(weights * s_grid * (s_grid ** 2 - 0.25)
                     * np.sin(2 * k * grid))
    assert abs(int_cos - 1 / (2 * k ** 2)) < 1e-12
    assert abs(int_sin - 3 / (4 * k ** 3)) < 1e-12


# ---- diagonalization in a finite field
def solve_in_field(f):
    e_f, vec = np.linalg.eigh(np.diag(energy) - f * s_matrix)
    return e_f, np.einsum("in,ij,jn->n", vec, s_matrix, vec)


e_plus, s_plus = solve_in_field(1.0)
e_minus, s_minus = solve_in_field(-1.0)
a_from_energy = -(e_plus + e_minus - 2 * energy)
a_from_shift = (s_plus - s_minus) / 2
for n in range(1, 7):
    # remaining difference is the next order in the field
    assert abs(a_from_energy[n - 1] / a_formula(n) - 1) < 2e-3
    assert abs(a_from_shift[n - 1] / a_formula(n) - 1) < 2e-3
assert a_from_shift[0] > 0 and np.all(a_from_shift[1:20] < 0)

# ---- sum over states: matrix elements, lower and upper parts
for i in range(1, 9):
    for j in range(1, 9):
        if i != j:
            rule = (-8 * i * j / (np.pi ** 2 * (i * i - j * j) ** 2)
                    if (i + j) % 2 else 0.0)
            assert abs(s_matrix[i - 1, j - 1] - rule) < 1e-12


def state_parts(n):
    gap = energy - energy[n - 1]
    gap[n - 1] = np.inf
    terms = 2 * s_matrix[n - 1] ** 2 / gap
    return terms[:n - 1].sum(), terms[n:].sum()


for n in range(1, 9):
    lower, upper = state_parts(n)
    assert abs((lower + upper) / a_formula(n) - 1) < 1e-7
    assert (n == 1 and lower == 0) or -lower > upper

# ---- filled levels: only upward pairs survive; all levels together give zero
for top in range(1, 9):
    gaps = energy[None, top:] - energy[:top, None]
    upward = np.sum(2 * s_matrix[:top, top:] ** 2 / gaps)
    total = sum(a_formula(n) for n in range(1, top + 1))
    assert upward > 0 and abs(upward / total - 1) < 1e-7
many = np.arange(1, 200001, dtype=float)
assert abs(np.sum(a_formula(many))) < 1e-7


# ---- classical time average at the energy of level 20
def classical_shift(e, f):
    top = quad(lambda s: s / np.sqrt(2 * (e + f * s)), -0.5, 0.5,
               epsabs=1e-14)[0]
    time = quad(lambda s: 1 / np.sqrt(2 * (e + f * s)), -0.5, 0.5,
                epsabs=1e-14)[0]
    return top / time


classic_20 = classical_shift(energy[19], 1.0)
assert abs(classic_20 * (-24 * energy[19]) - 1) < 1e-4
ratio_20 = a_from_shift[19] / classic_20
assert abs(ratio_20 - 1) < 0.006

# ---- worked example: inputs
q, m_e, hbar = const.e, const.m_e, const.hbar
length_nm = 0.80
field_mv_cm = 1.0
high_field_mv_cm = 10.0
wall_ev = 13.0
soft_nm = 0.10
temperature = 400.0
host_k = 2.7
density_nm3 = 0.10
n_filled = 3
length = length_nm * 1e-9
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
unit_ev = hbar ** 2 / (m_e * length ** 2) / q
unit_alpha = q ** 2 * m_e * length ** 4 / hbar ** 2
unit_volume = unit_alpha / (4 * np.pi * const.epsilon_0) * 1e27


def scaled_field(mv_cm):
    return q * mv_cm * 1e8 * length / (unit_ev * q)


f_work = scaled_field(field_mv_cm)
f_high = scaled_field(high_field_mv_cm)
a_six = 2 * sum(a_formula(n) for n in range(1, n_filled + 1))
box_volume = a_six * unit_volume


# ---- finite walls, by finite differences
def finite_wall(points_inside, wall_scaled):
    count = 5 * points_inside // 2
    h = 1 / points_inside
    s = (np.arange(count) + 0.5 - count / 2) * h
    potential = np.where(np.abs(s) < 0.5, 0.0, wall_scaled)
    e, vec = eigh_tridiagonal(1 / h ** 2 + potential,
                              np.full(count - 1, -0.5 / h ** 2))
    result = []
    for n in range(n_filled):
        coupling = vec.T @ (s * vec[:, n])
        gap = e - e[n]
        gap[n] = np.inf
        result.append(np.sum(2 * coupling ** 2 / gap))
    return np.array(result), e[:n_filled]


a_hard, _ = finite_wall(400, 1e8)
for n in range(1, n_filled + 1):
    # the grid sets the hard wall half a spacing outside: 1 percent in L^4
    assert abs(a_hard[n - 1] / a_formula(n) - 1) < 0.02
a_soft, e_soft = finite_wall(400, wall_ev / unit_ev)
a_coarse, _ = finite_wall(200, wall_ev / unit_ev)
assert abs(a_coarse.sum() / a_soft.sum() - 1) < 0.01
soft_volume = 2 * a_soft.sum() * unit_volume

# ---- direct Hartree response of six electrons in the box
pairs = [(i, a) for i in range(n_filled) for a in range(n_filled, 35)]
pair_density = np.array([states[i] * states[a] for i, a in pairs])
pair_gap = np.array([energy[a] - energy[i] for i, a in pairs])
pair_s = np.array([s_matrix[i, a] for i, a in pairs])
distance = grid[:, None] - grid[None, :]
coulomb = (length_nm / bohr_nm) / np.sqrt(
    distance ** 2 + (soft_nm / length_nm) ** 2)
weighted = pair_density * weights
repulsion = weighted @ coulomb @ weighted.T
a_free = 4 * pair_s @ (pair_s / pair_gap)
assert abs(a_free / a_six - 1) < 1e-6
a_hartree = 4 * pair_s @ np.linalg.solve(
    np.diag(pair_gap) + 4 * repulsion, pair_s)
assert 0 < a_hartree < a_free
hartree_volume = a_hartree * unit_volume


# ---- nonlinearity, field emission, temperature
def nonlinear_percent(f):
    shift = 2 * solve_in_field(f)[1][:n_filled].sum()
    return 100 * (shift / (a_six * f) - 1)


barrier_ev = wall_ev - e_soft[-1] * unit_ev
emission_exponent = (4 * np.sqrt(2 * m_e) * (barrier_ev * q) ** 1.5
                     / (3 * hbar * q * high_field_mv_cm * 1e8))
gap_ev = (energy[n_filled] - energy[n_filled - 1]) * unit_ev
thermal_ev = const.k * temperature / q


# ---- hexatriene: Hartree-Fock response along the chain
def hexatriene(double_bond, single_bond, check_energy):
    def direction(degrees):
        t = np.radians(degrees)
        return np.array([np.cos(t), np.sin(t), 0.0])

    carbon = [np.zeros(3)]
    for i in range(5):
        bond = double_bond if i % 2 == 0 else single_bond
        carbon.append(carbon[-1] + bond * direction(30 if i % 2 == 0 else -30))
    atoms = [("C", tuple(c)) for c in carbon]
    for i, c in enumerate(carbon):
        angles = [270] if i % 2 == 0 else [90]
        if i == 0:
            angles.append(150)
        if i == 5:
            angles.append(-30)
        atoms += [("H", tuple(c + 1.09 * direction(t))) for t in angles]
    mol = gto.M(atom=atoms, basis="6-31g", unit="Angstrom", verbose=0)
    axis = (carbon[5] - carbon[0]) / np.linalg.norm(carbon[5] - carbon[0])
    along = np.einsum("c,cij->ij", axis, mol.intor("int1e_r"))
    core = scf.hf.get_hcore(mol)
    pi_ao = np.array(["pz" in label for label in mol.ao_labels()])

    def run(f, guess=None):
        mf = scf.RHF(mol)
        mf.conv_tol = 1e-10
        mf.get_hcore = lambda *args: core + f * along
        e = mf.kernel(dm0=guess)
        assert mf.converged
        return e, np.asarray(mf.make_rdm1())

    step = 0.002
    e_p, d_p = run(step)
    e_m, d_m = run(-step, d_p)
    change = -(d_p - d_m) * along / (2 * step)
    total = change.sum()
    pi_part = change[np.ix_(pi_ao, pi_ao)].sum()
    overlap = mol.intor("int1e_ovlp")
    n_pi = (d_p * overlap)[np.ix_(pi_ao, pi_ao)].sum()
    assert abs(n_pi - 6) < 1e-5
    if check_energy:
        e_0, _ = run(0.0, (d_p + d_m) / 2)
        from_energy = -(e_p + e_m - 2 * e_0) / step ** 2
        assert abs(from_energy / total - 1) < 0.01
    return total * bohr_nm ** 3, pi_part * bohr_nm ** 3


hf_total, hf_pi = hexatriene(1.35, 1.45, True)
equal_total, equal_pi = hexatriene(1.40, 1.40, False)


# ---- change of dielectric constant by randomly oriented segments
def new_k(volume_along):
    y = ((host_k - 1) / (host_k + 2)
         + 4 * np.pi / 3 * density_nm3 * volume_along / 3)
    return (1 + 2 * y) / (1 - y)


# ---- printed numbers
print("Scaled polarizability a_n: lower part, upper part, total")
for n in range(1, 6):
    low, up = state_parts(n)
    print(f" n={n}: {low:.6f} {up:.6f} {low + up:.6f}")
print(f"Level 20, quantum/classical displacement: {ratio_20:.4f}")
print(f"Box length: {length_nm:.2f} nm; field: {field_mv_cm:.1f} MV/cm")
print(f"Energy unit hbar^2/(m L^2): {unit_ev:.5f} eV")
print(f"Scaled field f: {f_work:.4f}")
print(f"Polarizability-volume unit: {unit_volume:.4f} nm^3")
print("One electron: E (eV), volume (nm^3), shift (pm), Stark (meV)")
for n in range(1, 5):
    a = a_formula(n)
    print(f" n={n}: {energy[n - 1] * unit_ev:.4f} {a * unit_volume:.5f}"
          f" {a * f_work * length_nm * 1e3:.4f}"
          f" {-0.5 * a * f_work ** 2 * unit_ev * 1e3:.5f}")
print(f"Six electrons, scaled polarizability: {a_six:.6f}")
print(f"Six electrons, volume: {box_volume:.5f} nm^3")
print(f"Six electrons, alpha: {a_six * unit_alpha:.3e} C m^2/V")
print(f"Host k: {host_k:.1f}; segments: {density_nm3:.2f} per nm^3")
print(f"k with box segments: {new_k(box_volume):.4f}")
print(f"k with Hartree-Fock pi response: {new_k(hf_pi):.4f}")
print(f"Wall height: {wall_ev:.1f} eV")
print("Finite walls, one electron: E (eV), volume (nm^3)")
for n in range(n_filled):
    print(f" n={n + 1}: {e_soft[n] * unit_ev:.4f}"
          f" {a_soft[n] * unit_volume:.5f}")
print(f"Finite walls, six electrons: {soft_volume:.5f} nm^3")
print(f"Coulomb softening length: {soft_nm:.2f} nm")
print(f"Hartree response, six electrons: {hartree_volume:.5f} nm^3")
print(f"Hartree/independent ratio: {a_hartree / a_free:.4f}")
print(f"Nonlinearity at {field_mv_cm:.0f} MV/cm:"
      f" {nonlinear_percent(f_work):.5f} percent")
print(f"Nonlinearity at {high_field_mv_cm:.0f} MV/cm:"
      f" {nonlinear_percent(f_high):.4f} percent")
print(f"Barrier above level 3, finite walls: {barrier_ev:.3f} eV")
print(f"Emission exponent at {high_field_mv_cm:.0f} MV/cm:"
      f" {emission_exponent:.1f}")
print(f"Gap from level 3 to 4: {gap_ev:.3f} eV")
print(f"Thermal energy at {temperature:.0f} K: {thermal_ev:.5f} eV")
print(f"Factor for 10 percent longer box: {1.1 ** 4:.3f}")
print("Hexatriene, RHF/6-31G, along chain: total, pi (nm^3)")
print(f" bonds 0.135/0.145 nm: {hf_total:.5f} {hf_pi:.5f}")
print(f" bonds 0.140/0.140 nm: {equal_total:.5f} {equal_pi:.5f}")
print(f"Box/Hartree-Fock pi ratio: {box_volume / hf_pi:.3f}")
print("success")
```

It prints:

```
Scaled polarizability a_n: lower part, upper part, total
 n=1: 0.000000 0.004389 0.004389
 n=2: -0.004383 0.003074 -0.001309
 n=3: -0.003068 0.002288 -0.000780
 n=4: -0.002287 0.001809 -0.000478
 n=5: -0.001810 0.001493 -0.000317
Level 20, quantum/classical displacement: 0.9962
Box length: 0.80 nm; field: 1.0 MV/cm
Energy unit hbar^2/(m L^2): 0.11906 eV
Scaled field f: 0.6719
Polarizability-volume unit: 7.7403 nm^3
One electron: E (eV), volume (nm^3), shift (pm), Stark (meV)
 n=1: 0.5875 0.03397 2.3593 -0.11796
 n=2: 2.3502 -0.01013 -0.7035 0.03518
 n=3: 5.2879 -0.00604 -0.4191 0.02096
 n=4: 9.4008 -0.00370 -0.2567 0.01284
Six electrons, scaled polarizability: 0.004601
Six electrons, volume: 0.03561 nm^3
Six electrons, alpha: 3.962e-39 C m^2/V
Host k: 2.7; segments: 0.10 per nm^3
k with box segments: 2.7369
k with Hartree-Fock pi response: 2.7175
Wall height: 13.0 eV
Finite walls, one electron: E (eV), volume (nm^3)
 n=1: 0.4552 0.05750
 n=2: 1.8124 -0.01573
 n=3: 4.0433 -0.00834
Finite walls, six electrons: 0.06686 nm^3
Coulomb softening length: 0.10 nm
Hartree response, six electrons: 0.01407 nm^3
Hartree/independent ratio: 0.3950
Nonlinearity at 1 MV/cm: -0.00001 percent
Nonlinearity at 10 MV/cm: -0.0008 percent
Barrier above level 3, finite walls: 8.957 eV
Emission exponent at 10 MV/cm: 183.1
Gap from level 3 to 4: 4.113 eV
Thermal energy at 400 K: 0.03447 eV
Factor for 10 percent longer box: 1.464
Hexatriene, RHF/6-31G, along chain: total, pi (nm^3)
 bonds 0.135/0.145 nm: 0.02237 0.01694
 bonds 0.140/0.140 nm: 0.02730 0.02262
Box/Hartree-Fock pi ratio: 2.102
success
```
